# Ion Transit Across Coaxial and Planar Gaps at Constant Mobility

## The problem

Copper ions can enter an insulating layer from a metal electrode and drift through it under an applied voltage. This sheet compares the drift time in two geometries.

The first is a gap between two long coaxial cylinders, with inner radius $a$ and outer radius $b$. The second is a gap between two parallel plates, of the same width $d=b-a$. The voltage $V$, the insulator and the temperature are the same in both.

An ion of charge $+1$ moves with velocity $\mu E$, where $E$ is the magnitude of the local field and the mobility $\mu$ is constant. The insulator is uniform, with relative permittivity $\varepsilon$. End effects, diffusion, trapping and the field of the other drifting ions are ignored. The clock starts when the ion is already inside the insulator, so the time needed to leave the metal is not counted.

The algebra is in atomic units: the elementary charge is 1 and $4\pi\varepsilon_0=1$. Temperature enters as the energy $kT$.

1. Find the field in each gap in terms of $V$ and the dimensions.
2. Find the two transit times. Does the coaxial time depend on the direction of drift?
3. Show that for $b=2a$ the coaxial transit takes about 4 percent longer.
4. Explain why it is longer, and why the difference is so small although the field varies by a factor of two.
5. Evaluate the times for $a=50$ nm, $b=100$ nm, $V=5$ V and $\mu=10^{-14}$ cm²/Vs, and judge whether the difference could be seen in a real oxide.

## Hints

**Hint 1.** Apply Gauss's law to a cylinder of radius $r$ between the electrodes. The charge on the inner electrode is not given, but the voltage is.

**Hint 2.** The time spent in a thin shell is its thickness divided by the local velocity. Add the shells.

**Hint 3.** Before inserting $b=2a$, factor $b^2-a^2$.

**Hint 4.** The gap average of the field is the same in both geometries. The transit time depends on the gap average of a different quantity.

**Hint 5.** For part 5, ask what small change in temperature or gap width would alter the time by the same amount.

## Full solution

### 1. The fields

Let the inner cylinder carry charge $\lambda$ per unit length. By symmetry the field is radial and depends on $r$ alone. In atomic units the flux of $\varepsilon E$ through a closed surface is $4\pi$ times the enclosed free charge. For a cylinder of radius $r$ and unit length,

$$2\pi r\,\varepsilon E=4\pi\lambda,\qquad\text{so}\qquad E=\frac{2\lambda}{\varepsilon r}.$$

The voltage is the integral of the field across the gap:

$$V=\int_a^b\frac{2\lambda}{\varepsilon r}\,dr=\frac{2\lambda}{\varepsilon}L,\qquad L=\ln\frac ba .$$

Hence $2\lambda/\varepsilon=V/L$, and

$$E(r)=\frac{V}{rL}.$$

The permittivity has dropped out because the voltage, not the charge, is held fixed. Between parallel plates the field is uniform, and $V=Ed$ gives $E=V/d$.

### 2. The transit times

Between the plates the velocity is $\mu V/d$ everywhere, so

$$t_{\rm plane}=\frac{d}{\mu V/d}=\frac{d^2}{\mu V}.$$

In the coaxial gap, an ion that drifts outward obeys

$$\frac{dr}{dt}=\frac{\mu V}{rL},\qquad\text{or}\qquad r\,dr=\frac{\mu V}{L}\,dt .$$

Integration from $r=a$ at $t=0$ gives $(r^2-a^2)/2=\mu Vt/L$. The time to reach radius $r$ is therefore

$$t(r)=\frac{L\,(r^2-a^2)}{2\mu V},\qquad t_{\rm coax}=t(b)=\frac{L\,(b^2-a^2)}{2\mu V}.$$

If the voltage is reversed, the ion drifts inward from $b$ to $a$. It crosses each shell at the same speed as before, in the opposite order. The sum of the shell times is unchanged, so in this model the transit time does not depend on direction.

### 3. The ratio

Divide the two times. The factor $\mu V$ cancels, and $b^2-a^2=(b-a)(b+a)$:

$$R=\frac{t_{\rm coax}}{t_{\rm plane}}=\frac{L\,(b-a)(b+a)}{2(b-a)^2}=\frac{L}{2}\,\frac{b+a}{b-a}.$$

For $b=2a$ we have $L=\ln2=0.6931$ and $(b+a)/(b-a)=3$, so

$$R=\tfrac32\ln2=1.0397 .$$

The coaxial transit takes 4.0 percent longer, relative to the planar time. The ratio contains neither the voltage nor the mobility, and it depends on the radii through $b/a$ alone.

This can be checked without the formula for $E(r)$. Laplace's equation was solved by finite differences in both gaps, and the shell times were summed from the numerical fields. The ratio of the sums is 1.03972, in agreement with $\frac32\ln2$ to all the digits shown.

### 4. Why longer, and why so little

Write $\langle\cdots\rangle$ for an average over the width of the gap. For any field along the path that does not change in time,

$$\langle E\rangle=\frac1d\int E\,dr=\frac Vd,\qquad t=\int\frac{dr}{\mu E}=\frac d\mu\Big\langle\frac1E\Big\rangle .$$

Dividing $t$ by $d^2/(\mu V)$ gives

$$R=\frac Vd\Big\langle\frac1E\Big\rangle=\langle E\rangle\Big\langle\frac1E\Big\rangle .$$

The Cauchy–Schwarz inequality, applied to the functions $\sqrt E$ and $1/\sqrt E$, states that

$$d^2=\Big(\int\sqrt E\,\frac1{\sqrt E}\,dr\Big)^2\le\int E\,dr\int\frac{dr}{E}.$$

Division by $d^2$ gives $R\ge1$, with equality only if $E$ is uniform. At fixed voltage, gap width and constant mobility, the uniform field gives the shortest transit of all static fields. An ion spends more of its time where it is slow, so a region with a field below the mean costs more time than an equally wide region with a field equally far above the mean saves.

To see why the cost is small, write $E=\langle E\rangle(1+\delta)$, where $\langle\delta\rangle=0$. For small $\delta$,

$$R=\Big\langle\frac1{1+\delta}\Big\rangle\approx\langle1-\delta+\delta^2\rangle=1+\langle\delta^2\rangle .$$

The first-order term vanishes because the voltage is fixed. What remains is quadratic in the field variation.

The same behaviour follows from the formula for $R$. Since $b/a=e^L$,

$$\frac{b+a}{b-a}=\frac{e^L+1}{e^L-1}=\coth\frac L2,\qquad R=\frac L2\coth\frac L2 .$$

With $x=L/2$, the series of $\cosh x$ and $\sinh x$ give

$$x\coth x\approx\frac{1+x^2/2}{1+x^2/6}\approx1+\frac{x^2}{3},\qquad\text{so}\qquad R\approx1+\frac{L^2}{12}.$$

At $b=2a$ this estimate is 1.0400, close to the full value 1.0397.

There are two limits. When the gap is thin compared with the radius, $L\to0$ and $R\to1$: the electrodes look flat to the ion. For $b/a=1.1$ the excess is only 0.08 percent. When the inner electrode is a very thin wire, $b\gg a$, the factor $(b+a)/(b-a)$ tends to 1 and $R\to L/2$. The ratio then grows without bound, but only logarithmically. A large share of the voltage falls close to the wire, and the ion must cross the wide outer region in a weak field. For $b/a=5$ the ratio is 1.21.

### 5. Numbers for copper in an oxide

The gap is $d=50$ nm $=5\times10^{-6}$ cm, so

$$t_{\rm plane}=\frac{(5\times10^{-6}\ {\rm cm})^2}{(10^{-14}\ {\rm cm^2/Vs})(5\ {\rm V})}=500\ {\rm s},$$

$$t_{\rm coax}=1.0397\times500\ {\rm s}=519.9\ {\rm s}.$$

The difference is 19.9 s. The planar field is 1.00 MV/cm. The coaxial field falls from 1.44 MV/cm at the inner electrode to 0.72 MV/cm at the outer one.

The two halves of the gap show how the difference arises. The midpoint is at $r=75$ nm, and $t(r)$ is proportional to $r^2-a^2$. The inner half therefore takes the fraction

$$\frac{75^2-50^2}{100^2-50^2}=\frac{3125}{7500}=\frac5{12}$$

of the coaxial time, which is 216.6 s. The outer half takes 303.3 s. Each half of the planar gap takes 250.0 s. The ion gains 33.4 s in the inner half and loses 53.3 s in the outer half, which leaves the net loss of 19.9 s.

**Comparison with real structures.** The field of 1 MV/cm and a temperature of 473 K are chosen to resemble bias-temperature stress tests of copper on silicon dioxide. The mobility is a rough model value. At 473 K, a change of 0.2 eV in the activation energy alone would alter it by a factor of more than 100, so the 500 s is an illustration and not a prediction. The radius ratio of 2 is far from typical for a large copper via through silicon, whose insulating liner is thin compared with its radius; there the excess is nearer the 0.08 percent found for $b/a=1.1$. The model also assumes that the ions do not disturb the field, which holds only for a small dose. Consider a thin sheet of ions in the planar gap, at distance $x$ from its starting plate. Let the field be larger ahead of the sheet than behind it by $sV/d$. If the field ahead is $E_2$, the voltage condition is

$$\Big(E_2-\frac{sV}{d}\Big)x+E_2(d-x)=V,\qquad\text{so}\qquad E_2=\frac Vd\Big(1+\frac{sx}{d}\Big).$$

The leading ions move in this field, and their transit time is

$$\int_0^d\frac{dx}{\mu E_2}=t_{\rm plane}\,\frac{\ln(1+s)}{s}\approx t_{\rm plane}\Big(1-\frac s2\Big).$$

With $\varepsilon=3.9$, a dose of $2.2\times10^{10}$ ions per cm² gives $s=0.01$, which brings the leading ions in 0.5 percent early on average. The ions are then about 67 nm apart, more than the gap width, so the field on a single ion can differ widely from this smooth-sheet value. The step is proportional to the dose, so about $2\times10^{11}$ ions per cm² shifts them by as much as the geometry does. The trailing ions, which move in the weaker field behind the sheet, are delayed by about as much, so at such doses the mean arrival time hardly changes. These shifts ignore diffusion, which mixes leading and trailing ions and makes the shift of the early arrivals smaller. At $10^{12}$ per cm² the step is near 46 percent and the formula gives a shift of 18 percent for the leading ions. The sheet then spreads strongly, and this estimate is only rough: when the spreading is followed without diffusion, the leading ions arrive about 15 percent early, the trailing ones about 26 percent late, and the mean about 3 percent late.

**Temperature and gap width.** Suppose that the diffusion constant varies as $e^{-E_a/kT}$, with a rough activation energy $E_a=1.0$ eV. The Einstein relation $\mu=D/kT$ then gives

$$\frac{d\ln\mu}{dT}=\frac1T\Big(\frac{E_a}{kT}-1\Big).$$

At 473 K, $kT=0.0408$ eV, and the right-hand side is about 0.050 per kelvin. Cooling by 0.78 K lengthens the transit by 4.0 percent. Since $t_{\rm plane}\propto d^2$, an error of $\sqrt{1.0397}-1=1.97$ percent in the gap width, about 1 nm here, does the same. Under these assumptions, a measurement of the geometric effect would need both quantities controlled well within these limits.

**Is the mobility constant?** In a simple hopping model with hop length $s_h$, the field lowers the forward barrier by $Es_h/2$ and raises the backward one by the same amount. The net velocity is proportional to $e^{Es_h/2kT}-e^{-Es_h/2kT}$. Fixing the prefactor so that $v=\mu E$ at low field gives

$$v=\mu E_h\sinh\frac{E}{E_h},\qquad E_h=\frac{2kT}{s_h}.$$

For a rough hop length of 0.3 nm, $E_h=2.72$ MV/cm. Put $y=V/(dE_h)=0.368$ and use $1/\sinh z\approx1/z-z/6$. The average of $1/E$ is $Rd/V$ in the coaxial gap and $d/V$ in the planar gap, while the average of $E$ is $V/d$ in both. The new ratio is therefore

$$R_h\approx\frac{R/y-y/6}{1/y-y/6}=\frac{R-y^2/6}{1-y^2/6},\qquad R_h-1\approx\frac{R-1}{1-y^2/6}.$$

This gives an excess of 4.06 percent. Direct integration of the hopping law gives 4.07 percent, with times of 488.9 s and 508.8 s. Both transits become about 2 percent faster, but the ratio hardly moves, because the leading correction removes the same time from each.

**Near the electrodes.** An ion at distance $x$ from a metal surface is attracted by its image charge, at distance $2x$, with a field $1/(4\varepsilon x^2)$. At the inner electrode this exceeds the applied field within about 0.8 nm, if the surface is treated as flat. In the planar gap, where the applied field is weaker, the layer is 0.96 nm thick. For outward drift, the clock must start well beyond this layer, because just outside it the net field is still close to zero and the ion is slow. At the far electrode the image force pulls the ion in and shortens the transit. With the surfaces treated as flat, this pull saves about 23 s for outward drift. It saves about 15 s in the planar gap and about 9 s for inward drift, because the applied field at those exits is stronger. The outward difference from the planar time therefore falls by about 8 s and the inward one grows by about 5 s, so with image forces the drift time depends on direction. The 4 percent excess therefore belongs to the model without image forces and with the whole gap counted. A start a few nanometres inside, at the same depth in both gaps, also changes the ratio. The peak field is 14 percent of a rough breakdown field of 10 MV/cm for good silicon dioxide. A porous low-k insulator may break down at a lower field and would leave less margin.

## Variation 1: concentric spheres

*Replace the cylinders by concentric spheres with the same radii. How much longer is the transit than in the planar gap?*

For a charge $Q$ on the inner sphere, $E=Q/(\varepsilon r^2)$. The voltage is

$$V=\frac Q\varepsilon\Big(\frac1a-\frac1b\Big)=\frac Q\varepsilon\,\frac{d}{ab},\qquad\text{so}\qquad E=\frac{Vab}{d\,r^2}.$$

The transit time is

$$t_{\rm sph}=\int_a^b\frac{d\,r^2}{\mu Vab}\,dr=\frac{d\,(b^3-a^3)}{3\mu Vab}.$$

Divide by $d^2/(\mu V)$ and use $b^3-a^3=d\,(a^2+ab+b^2)$:

$$\frac{t_{\rm sph}}{t_{\rm plane}}=\frac{a^2+ab+b^2}{3ab}=1+\frac{d^2}{3ab}.$$

The last form follows from $a^2+ab+b^2=d^2+3ab$. For $b=2a$ the ratio is $7/6=1.167$, an excess of 16.7 percent.

For a thin gap, $L\approx d/a$, so the spherical excess is about $L^2/3$, four times the cylindrical $L^2/12$. The relative field variation across a thin gap is twice as large for $1/r^2$ as for $1/r$, and the excess is quadratic in that variation.

## Variation 2: diffusion

*Include diffusion, with $D=\mu kT$. An ion cannot return into the starting electrode, and it is removed when it first reaches the other one. Does the mean coaxial time still not depend on direction?*

Feed in one ion per unit time at the start and wait for a steady state. For independent ions, the mean number in the gap equals the feed rate times the mean stay. With unit rate, the number present is the mean arrival time.

**Planar gap.** Let $n(x)$ be the number of ions per unit length, and $v=\mu V/d$. The current is 1 everywhere and the density vanishes at the exit:

$$vn-Dn'=1,\qquad n(d)=0,\qquad n=\frac1v\Big[1-e^{-v(d-x)/D}\Big].$$

Put $\theta=D/(vd)=kT/V=0.0082$. Integration gives

$$T_{\rm plane}=t_{\rm plane}\big[1-\theta(1-e^{-1/\theta})\big]\approx t_{\rm plane}(1-\theta)=495.9\ {\rm s}.$$

**Coaxial gap, outward.** Let $g(r)$ be the number of ions per unit radius. The volume density is proportional to $g/r$, so the diffusion current is $-D\,r\,(g/r)'=-D(g'-g/r)$. The drift velocity is $\mu V/(rL)=D\beta/r$, with $\beta=V/(kTL)\approx177$. Hence

$$D\Big[\frac{(\beta+1)g}{r}-g'\Big]=1,\qquad g(b)=0,\qquad g=\frac{1}{D\beta}\Big[r-\frac{r^{\beta+1}}{b^{\beta}}\Big].$$

Integrate from $a$ to $b$, neglect $(a/b)^{\beta+2}$, and note that $t_{\rm coax}=(b^2-a^2)/(2D\beta)$:

$$T_{\rm out}\approx t_{\rm coax}\Big[1-\frac{2b^2}{(\beta+2)(b^2-a^2)}\Big]=512.1\ {\rm s}.$$

**Coaxial gap, inward.** The inward current is 1, and the density vanishes at $a$:

$$D\Big[\frac{(\beta-1)g}{r}+g'\Big]=1,\qquad g=\frac1{D\beta}\Big[r-\frac{a^\beta}{r^{\beta-1}}\Big].$$

Integration in the same way, now neglecting $(a/b)^{\beta-2}$, gives

$$T_{\rm in}\approx t_{\rm coax}\Big[1-\frac{2a^2}{(\beta-2)(b^2-a^2)}\Big]=517.9\ {\rm s}.$$

The mean time now depends on direction. Relative to the planar mean with diffusion, the excess is 3.3 percent outward and 4.4 percent inward. In each solution, the term subtracted from the drift density is concentrated near the exit, where ions are removed at first contact. To leading order its integral is $kT/(\mu E_{\rm exit}^2)$. The saving is largest for outward drift, which ends in the weakest field. As $kT/V\to0$ both directions return to 4.0 percent. The exit layer has width about $kT/E_{\rm exit}$, here 0.3 to 0.6 nm. This is thinner than the image layer of part 5 and comparable to a hop length, so these two excesses belong to the continuum model without image forces. With the flat-surface image pull at the exit included, they become about 2.0 percent outward and 5.5 percent inward.

Single arrivals are scattered more widely than this. During the transit an ion's position spreads by about $\sqrt{2Dt_{\rm plane}}$. Division by $v$ turns this into a spread in time, and relative to $t_{\rm plane}=d/v$ it is

$$\frac{\sqrt{2Dt_{\rm plane}}}{d}=\sqrt{\frac{2kT}{V}}=12.8\ \text{percent}.$$

The full first-arrival calculation for the planar gap gives 12.6 percent, or 63 s. The 4 percent difference is therefore a statement about the mean over many ions, and one arrival time cannot reveal it. The remaining values are in the numerical output below.

## Computed results

```
inner radius: 50 nm
outer radius: 100 nm
gap width: 50 nm
voltage: 5.0 V
mobility (rough): 1.0e-14 cm2/Vs
temperature: 473 K
thermal energy kT: 0.0408 eV
ln(b/a): 0.6931
planar field = mean coaxial field: 1.000 MV/cm
coaxial field at inner electrode: 1.443 MV/cm
coaxial field at outer electrode: 0.721 MV/cm
planar transit time: 500.0 s
coaxial transit time: 519.9 s
difference: 19.9 s
ratio R, formula: 1.03972
ratio R, from numerical potential: 1.03972
integrated trajectory, outward: 519.9 s
integrated trajectory, inward: 519.9 s
time in inner half of coaxial gap: 216.6 s
time in outer half of coaxial gap: 303.3 s
time in each half of planar gap: 250.0 s
mean field times mean inverse field: 1.03972
small-curvature estimate 1 + L^2/12: 1.04004
ratio R for b/a = 1.1: 1.00076
ratio R for b/a = 5: 1.2071
ratio for spherical gap, b/a = 2: 1.1667
hop length (rough): 0.3 nm
hopping field scale 2kT/(e s): 2.72 MV/cm
planar time with sinh law: 488.9 s
coaxial time with sinh law: 508.8 s
ratio with sinh law: 1.0407
planar mean arrival with diffusion: 495.9 s
coaxial mean arrival, outward, diffusion: 512.1 s
coaxial mean arrival, inward, diffusion: 517.9 s
ratio with diffusion, outward: 1.0326
ratio with diffusion, inward: 1.0443
planar arrival spread (std. dev.): 63.2 s
planar relative spread: 12.6 %
estimate sqrt(2kT/eV): 12.8 %
activation energy (rough): 1.0 eV
cooling that imitates the effect: 0.78 K
gap error that imitates the effect: 1.97 %
relative permittivity: 3.9
ion dose for 1 % field step: 2.16e+10 per cm2
image force exceeds applied within: 0.80 nm
breakdown field (rough): 10 MV/cm
peak field / breakdown field: 14 %
```
